# Branch self-energy and densities of states of the Bethe lattice

## Problem

An infinite tree has $z\ge 3$ neighbours at every site and no closed loops. Each site carries one orbital of energy zero, and neighbouring orbitals are coupled by the matrix element $-t$, with $t>0$. The orbitals are orthonormal and the electrons do not interact.

Cutting one bond separates the tree into two branches. The root of a branch is the site that has lost the bond; it keeps $K=z-1$ neighbours. Call it the surface site, and call a site of the uncut tree a bulk site.

1. A branch hangs from a site and acts on it as a lead. Find its retarded self-energy $\sigma(E)$.
2. Find the band edge $W$, and decide whether there are bound states outside the band.
3. Find the local densities of states $\rho_s(E)$ at the surface site and $\rho_b(E)$ at the bulk site, per spin.
4. Compare the two for $z=3$ and $z=4$.

Energies are measured in units of $t$ and densities in units of $1/t$.

## Hints

**Hint 1.** Write the equations for the column of the Green function that starts at the chosen site, and eliminate the amplitudes on the branches. What do two different branches share?

**Hint 2.** Remove the root of a branch. What are the remaining pieces?

**Hint 3.** The resulting equation is quadratic. Look at the product of its two roots, and use the behaviour of a Green function at large $|E|$ to choose between them.

**Hint 4.** For the comparison, study the ratio $\rho_b/\rho_s$ before inserting numbers.

## Solution

### 1. The self-energy

Take $E$ with $\operatorname{Im}E>0$ and let $G=(E-H)^{-1}$. Label the chosen site 0 and the roots of its $z$ branches $r_1,\dots,r_z$. Since $H_{0r_j}=-t$, the row of $(E-H)G=1$ belonging to site 0 reads

$$E\,G_{00}+t\sum_{j=1}^{z}G_{r_j0}=1 .$$

Let $H_j$ be the Hamiltonian of branch $j$ alone. Without loops, the branch touches the rest of the tree only through site 0, so its rows read

$$(E-H_j)\,\mathbf G_{j0}+t\,\mathbf e_{r_j}G_{00}=0 ,$$

where $\mathbf G_{j0}$ collects the elements $G_{n0}$ with $n$ in the branch, and $\mathbf e_{r_j}$ is the unit vector at its root. Multiplying by $(E-H_j)^{-1}$ and taking the root component gives

$$G_{r_j0}=-t\,g\,G_{00},\qquad g=\left[(E-H_j)^{-1}\right]_{r_jr_j}.$$

Substitution into the first equation yields $(E-zt^2g)G_{00}=1$. Each branch therefore contributes

$$\sigma=t^2g ,$$

and the contributions add. In a lattice with loops the branches would be connected to each other, and cross terms would appear.

Now apply the same elimination to the root of a branch. It carries $K$ sub-branches, each identical to the infinite branch itself, so

$$g=\frac{1}{E-K\sigma}.$$

Multiplying by $t^2$ gives $\sigma(E-K\sigma)=t^2$, that is,

$$K\sigma^2-E\sigma+t^2=0 .$$

To choose the root, set $\sigma=(t/\sqrt K)\,w$. The equation becomes $t^2w^2-(Et/\sqrt K)\,w+t^2=0$, and division by $t^2w$ gives

$$w+\frac1w=\frac{E}{t\sqrt K}.$$

The two solutions are reciprocals of each other. If $|w|=1$, then $w=e^{i\theta}$ and $w+1/w=2\cos\theta$ is real. For non-real $E$, one solution therefore lies inside the unit circle and the other outside. At large $|E|$ the Green function behaves as $g\to1/E$, so $w=\sqrt K\,t\,g\to0$. Because $g$ is continuous in the upper half-plane, $w$ cannot cross the unit circle there. The physical solution has $|w|<1$.

Its sign follows too. With $w=re^{i\theta}$,

$$\operatorname{Im}\left(w+\frac1w\right)=\left(r-\frac1r\right)\sin\theta .$$

The left side is positive and $r<1$, so $\sin\theta<0$ and $\operatorname{Im}\sigma<0$, as a retarded self-energy requires.

Let $E$ approach the real axis from above. The discriminant of the quadratic is $E^2-4Kt^2$. Where it is negative, the sign just found selects

$$\boxed{\;\sigma(E)=\frac{E-i\sqrt{4Kt^2-E^2}}{2K}\;},\qquad E^2<4Kt^2 .$$

Where it is positive, $\sigma$ is real, and $|w|<1$ selects the root of smaller modulus:

$$\sigma(E)=\frac{E-\operatorname{sgn}(E)\sqrt{E^2-4Kt^2}}{2K},\qquad E^2>4Kt^2 .$$

### 2. Band edge and bound states

The self-energy has an imaginary part, and the branch accepts electrons, for $|E|<W$ with

$$\boxed{\;W=2t\sqrt{K}=2t\sqrt{z-1}\;}$$

This gives $W=2\sqrt2\,t=2.828\,t$ for $z=3$ and $W=2\sqrt3\,t=3.464\,t$ for $z=4$. The broadening due to one branch is

$$\Gamma=-2\operatorname{Im}\sigma=\frac{\sqrt{W^2-E^2}}{K}.$$

At the band centre it is $2t/\sqrt K$, or $1.414\,t$ and $1.155\,t$ for $z=3$ and $4$.

A bound state would be a pole of $G_{00}=1/(E-z\sigma)$ outside the band. It requires $\sigma=E/z$. Inserting this into the quadratic gives

$$\frac{KE^2}{z^2}-\frac{E^2}{z}+t^2=\frac{(K-z)E^2}{z^2}+t^2=-\frac{E^2}{z^2}+t^2=0 ,$$

so the candidates are $E=\pm zt$, with $\sigma=\pm t$. But at $E=zt$ the square root is $t\sqrt{z^2-4(z-1)}=(z-2)t$, and the physical root is

$$\sigma(zt)=\frac{zt-(z-2)t}{2K}=\frac tK .$$

This differs from $t$ for $z\ge3$. The denominator is then $E-z\sigma=zt(1-1/K)$, equal to $1.5\,t$ for $z=3$ and $2.667\,t$ for $z=4$. The case $E=-zt$ follows by reversing all signs. There is no bound state.

The energy $-zt$ belongs to the state with equal amplitude on every site, which is not normalizable. In a crystal such a state still marks a band edge, because it can be cut off over a large region at negligible cost per site. On the tree the boundary is never negligible. A finite tree with $n$ generations around a centre has $zK^{n-1}$ end sites out of $1+z(K^n-1)/(K-1)$, a fraction that tends to $(K-1)/K=(z-2)/(z-1)$. For the same reason, the density averaged over all sites of a large finite tree is not the bulk density found below.

### 3. The densities of states

With $\rho=-\operatorname{Im}G/\pi$ and $g=\sigma/t^2$, the surface site has

$$\boxed{\;\rho_s(E)=\frac{\sqrt{W^2-E^2}}{2\pi Kt^2}\;}$$

for $|E|<W$. Hence $\Gamma=2\pi t^2\rho_s$: the broadening is $2\pi$ times the squared coupling times the density of states where the lead is attached.

For the bulk site write $s=\sqrt{W^2-E^2}$. Since $2K-z=z-2$,

$$E-z\sigma=E-\frac{z(E-is)}{2K}=\frac{(z-2)E+izs}{2K}.$$

Inverting and taking the imaginary part,

$$-\operatorname{Im}G_{00}=\frac{2Kzs}{(z-2)^2E^2+z^2s^2}.$$

With $s^2=4Kt^2-E^2$ and $(z-2)^2-z^2=-4K$, the denominator becomes

$$4Kz^2t^2+\left[(z-2)^2-z^2\right]E^2=4K(z^2t^2-E^2).$$

Therefore, again for $|E|<W$,

$$\boxed{\;\rho_b(E)=\frac{z\sqrt{W^2-E^2}}{2\pi\,(z^2t^2-E^2)}\;}$$

### 4. Comparison

Dividing the two results,

$$\frac{\rho_b}{\rho_s}=\frac{zKt^2}{z^2t^2-E^2}.$$

The ratio grows with $|E|$. At the centre it is $K/z$, which is $0.667$ for $z=3$ and $0.75$ for $z=4$. At the edge $z^2t^2-W^2=(z-2)^2t^2$, so it tends to $zK/(z-2)^2$, which is $6$ and $3$. Both densities vanish there as a square root, with different prefactors. They are equal when $z^2t^2-E^2=z(z-1)t^2$, that is, at $|E|=t\sqrt z$.

The surface density is a semi-ellipse with its maximum at $E=0$. For the bulk, put $x=E^2$ and differentiate the logarithm:

$$\frac{d\ln\rho_b}{dx}=-\frac{1}{2(W^2-x)}+\frac{1}{z^2t^2-x}
=\frac{2W^2-z^2t^2-x}{2(W^2-x)(z^2t^2-x)} .$$

For $z=3$ and $4$ this changes from positive to negative at

$$x=2W^2-z^2t^2=(8K-z^2)t^2 ,$$

so there are two maxima, at $E=\pm\sqrt7\,t=\pm2.646\,t$ for $z=3$ and $E=\pm\sqrt8\,t=\pm2.828\,t$ for $z=4$. Their heights are

$$z=3:\ \frac{3\sqrt{8-7}}{2\pi(9-7)t}=\frac{0.239}{t},\qquad
z=4:\ \frac{4\sqrt{12-8}}{2\pi(16-8)t}=\frac{0.159}{t}.$$

The densities in units of $1/t$ are:

| $E/W$ | $\rho_s$, $z=3$ | $\rho_b$, $z=3$ | $\rho_s$, $z=4$ | $\rho_b$, $z=4$ |
|---|---|---|---|---|
| 0 | 0.225 | 0.150 | 0.184 | 0.138 |
| 0.25 | 0.218 | 0.154 | 0.178 | 0.140 |
| 0.50 | 0.195 | 0.167 | 0.159 | 0.147 |
| 0.75 | 0.149 | 0.199 | 0.122 | 0.158 |
| 0.95 | 0.070 | 0.237 | 0.057 | 0.133 |

The second moment shows why the bulk weight lies further out:

$$\int E^2\rho(E)\,dE=\langle0|H^2|0\rangle=\sum_j|H_{j0}|^2 ,$$

which is $t^2$ times the number of neighbours: $Kt^2$ at the surface and $zt^2$ in the bulk. Cutting a bond narrows the local distribution but leaves the band edges in place. For $z=3$, the interval $|E|<t\sqrt z$ holds 73% of the surface states and 55% of the bulk states; for $z=4$ the shares are 69% and 57%. The contrast is weaker for $z=4$, where the cut removes one neighbour of four instead of one of three.

The numerical check checks the self-energy at one complex energy and the even moments of both densities up to order 14 against explicit finite trees, and the tabulated densities against direct iteration of the recursion for $\sigma$. The crossing, the maxima and the centre and edge ratios are checked against the closed-form self-energy.

## Variation 1: other coordination numbers

*For which $z$ does the bulk density have a single maximum at the centre? What happens for $z=2$?*

Two maxima away from the centre require $8(z-1)-z^2>0$, or $z^2-8z+8<0$. The roots are $4\pm2\sqrt2$, the larger being about $6.83$. The double peak therefore occurs for $z=3$ to $6$. For $z\ge7$ the derivative above is negative for all $x>0$ in the band, and the single maximum is at $E=0$.

For $z=2$ the tree is a chain, with $K=1$ and $W=2t$. Then $z^2t^2=W^2$, and one factor of the square root cancels:

$$\rho_b=\frac{1}{\pi\sqrt{4t^2-E^2}},\qquad \rho_s=\frac{\sqrt{4t^2-E^2}}{2\pi t^2}.$$

The bulk density now diverges at the edges, while the surface density still vanishes there.

## Variation 2: the band edge from a finite branch

*Find the largest eigenvalue of a branch with $L$ generations, the root being the first.*

Generation $n$ has $K^{n-1}$ sites. Let $|n\rangle$ be the normalized state with equal amplitude $K^{-(n-1)/2}$ on each of them. There are $K^n$ bonds between generations $n$ and $n+1$, so

$$\langle n+1|H|n\rangle=-t\,K^{n}\,K^{-n/2}\,K^{-(n-1)/2}=-t\sqrt K .$$

By symmetry $H$ does not lead out of these states. They form a chain of $L$ sites with hopping $-t\sqrt K$. Amplitudes $\sin(kn)$ vanish at $n=0$, and also at $n=L+1$ if $k=\pi/(L+1)$. Since

$$\sin k(n-1)+\sin k(n+1)=2\cos k\,\sin kn ,$$

they give $-H$ the eigenvalue

$$E_L=2t\sqrt K\cos\frac{\pi}{L+1}.$$

This eigenvector is positive on every site. The matrix $-H$ has no negative elements and the branch is connected, so by the Perron–Frobenius theorem $E_L$ is its largest eigenvalue. Changing the sign of the amplitudes on every second generation turns $-H$ into $H$, so $E_L$ is also the largest eigenvalue of $H$.

For $z=3$ and $L=8$ (255 sites) the value is $2.828\,t\cos(\pi/9)=2.658\,t$. For $z=4$ and $L=6$ (364 sites) it is $3.464\,t\cos(\pi/7)=3.121\,t$. As $L\to\infty$, $E_L$ rises to $2t\sqrt{z-1}$, the edge found from the self-energy.

## Calculated quantities

```
largest matrix-test error (t = 0.7): 4.5e-06
largest recursion-test density error: 4.1e-04 1/t
--- z = 3 ---
band edge W = 2.8284 t
finite branch: 8 generations, 255 sites
its largest eigenvalue = 2.6579 t
Im sigma(0) = -0.7071 t
Gamma(0) = 1.4142 t
E = 0.00 W = 0.0000 t: surface 0.2251, bulk 0.1501 1/t
E = 0.25 W = 0.7071 t: surface 0.2179, bulk 0.1538 1/t
E = 0.50 W = 1.4142 t: surface 0.1949, bulk 0.1671 1/t
E = 0.75 W = 2.1213 t: surface 0.1489, bulk 0.1985 1/t
E = 0.95 W = 2.6870 t: surface 0.0703, bulk 0.2369 1/t
crossing at |E| = 1.7321 t, density 0.1779 1/t
bulk peak at |E| = 2.6458 t, height 0.2387 1/t
bulk/surface ratio: centre 0.6667, edge 6.0000
share of states inside crossing: surface 0.7278, bulk 0.5489
second moment: surface 2.0, bulk 3.0 t^2
at E = z t: sigma = 0.5000 t, E - z sigma = 1.5000 t
finite Cayley tree: 766 sites, leaf fraction 0.5013
--- z = 4 ---
band edge W = 3.4641 t
finite branch: 6 generations, 364 sites
its largest eigenvalue = 3.1210 t
Im sigma(0) = -0.5774 t
Gamma(0) = 1.1547 t
E = 0.00 W = 0.0000 t: surface 0.1838, bulk 0.1378 1/t
E = 0.25 W = 0.8660 t: surface 0.1779, bulk 0.1400 1/t
E = 0.50 W = 1.7321 t: surface 0.1592, bulk 0.1469 1/t
E = 0.75 W = 2.5981 t: surface 0.1216, bulk 0.1577 1/t
E = 0.95 W = 3.2909 t: surface 0.0574, bulk 0.1332 1/t
crossing at |E| = 2.0000 t, density 0.1501 1/t
bulk peak at |E| = 2.8284 t, height 0.1592 1/t
bulk/surface ratio: centre 0.7500, edge 3.0000
share of states inside crossing: surface 0.6919, bulk 0.5673
second moment: surface 3.0, bulk 4.0 t^2
at E = z t: sigma = 0.3333 t, E - z sigma = 2.6667 t
finite Cayley tree: 13121 sites, leaf fraction 0.6667
```
